# Uniform Film or Islands: Photoelectron Attenuation at Two Emission Angles: test program

```python
"""
Result under test: a substrate photoelectron signal that is 0.30 of its bare
value at normal emission becomes, at 60 degrees from the normal,
  0.30**2 = 0.09                  under a uniform film,
  0.2 + 0.8*0.125**2 = 0.2125     under wide flat islands covering 0.80.
Every signal is divided by the bare-substrate signal at the same angle.
Symbols: L attenuation length in the film (nm), cover = covered fraction,
height = island height (nm), period = stripe repeat distance (nm),
albedo = probability that a collision is elastic (isotropic scattering).
Example: fluorocarbon on HfO2, Hf 4f electrons; L and albedos are rough values.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

L = 3.0
normal_signal = 0.30
cover = 0.80
angle = np.radians(60.0)
cos60 = np.cos(angle)
rng = np.random.default_rng(12)

# Derived results
film = -L * np.log(normal_signal)
uniform60 = normal_signal ** (1 / cos60)
island_trans = (normal_signal - 1 + cover) / cover
height = -L * np.log(island_trans)
island60 = 1 - cover + cover * island_trans ** (1 / cos60)


def coverage_from_signals(r0, r60):
    return (1 - r0) ** 2 / (1 - 2 * r0 + r60)


# Uniform film: remove current layer by layer
layers = 200000
current = 1.0
loss = film / layers / (L * cos60)
for _ in range(layers):
    current -= current * loss
assert abs(current - uniform60) < 1e-5

# Bare signal: viewed area times depth integral, for a substrate length of 2 nm
bare = [quad(lambda z: np.exp(-z / (2.0 * c)) / c, 0, 80)[0]
        for c in (1.0, cos60)]
assert abs(bare[0] - bare[1]) < 1e-7


# Islands: trace straight rays through stripes with vertical walls
def ray_trace(period, theta, nx=4000, nz=500):
    x = (np.arange(nx) + 0.5) / nx * period
    z = (np.arange(nz) + 0.5) / nz * height
    inside = (x[:, None] + z * np.tan(theta)) % period < cover * period
    path = inside.sum(axis=1) * height / nz / np.cos(theta)
    return np.exp(-path / L).mean()


def edge_formula(period):
    shift = height * np.tan(angle)
    assert shift < min(cover, 1 - cover) * period
    tau = height / (L * cos60)
    e = np.exp(-tau)
    return island60 - shift / period * (1 + e - 2 * (1 - e) / tau)


assert abs(ray_trace(200.0, 0.0) - normal_signal) < 1e-3
assert abs(ray_trace(20000.0, angle) - island60) < 1e-3
periods = (100.0, 200.0, 1000.0)
edge_signals = [edge_formula(p) for p in periods]
for p, value in zip(periods, edge_signals):
    assert abs(ray_trace(p, angle) - value) < 5e-4

# Unequal island heights at the same coverage and the same normal signal
spread_signals = []
for _ in range(200):
    shape = rng.gamma(rng.uniform(0.5, 8.0), size=60)

    def mismatch(scale):
        return (1 - cover + cover * np.exp(-scale * shape / L).mean()
                - normal_signal)

    scale = brentq(mismatch, 0.0, 1e6)
    thick = scale * shape
    local = np.append(np.exp(-thick / L), 1.0)
    weight = np.append(np.full(60, cover / 60), 1 - cover)
    r60 = 1 - cover + cover * np.exp(-thick / (L * cos60)).mean()
    variance = np.sum(weight * (local - np.sum(weight * local)) ** 2)
    assert abs(r60 - normal_signal ** 2 - variance) < 1e-8
    assert island60 - 1e-8 <= r60 <= normal_signal + 1e-8
    spread_signals.append(r60)

# Recover coverage from numerically fitted islands
for c in (0.72, 0.80, 0.90, 1.0):
    t = brentq(lambda h: 1 - c + c * np.exp(-h / L) - normal_signal, 0, 100)
    r60 = 1 - c + c * np.exp(-t / (L * cos60))
    assert abs(coverage_from_signals(normal_signal, r60) - c) < 1e-8


# Finite acceptance: average over a cone of 10 degrees half-angle
half_cone = np.radians(10.0)
node, node_weight = np.polynomial.legendre.leggauss(24)
cos_edge = np.cos(half_cone)
cos_a = 0.5 * (1 + cos_edge) + 0.5 * (1 - cos_edge) * node
azimuth = (np.arange(96) + 0.5) * 2 * np.pi / 96


def cone_transmission(thickness, theta):
    c = (np.cos(theta) * cos_a[:, None]
         + np.sin(theta) * np.sqrt(1 - cos_a[:, None] ** 2) * np.cos(azimuth))
    return np.sum(node_weight / 2 * np.exp(-thickness / (L * c)).mean(axis=1))


cone_film = brentq(lambda d: cone_transmission(d, 0) - normal_signal, 0, 30)
cone_height = brentq(lambda d: cone_transmission(d, 0) - island_trans, 0, 30)
cone_uniform = cone_transmission(cone_film, angle)
cone_island = 1 - cover + cover * cone_transmission(cone_height, angle)

# Elastic scattering: reciprocal transport problem in optical depth
albedo_film, albedo_sub = 0.10, 0.30


def kernel_integral(x):
    return np.sign(x) * (1 - expn(2, np.abs(x)))


def transport(depth, a_film, a_sub, mu):
    nf = 120 if depth > 0 else 0
    sub_edges = depth + np.linspace(0, 14, 351)
    edges = np.concatenate((np.linspace(0, depth, nf + 1)[:-1], sub_edges))
    mid = 0.5 * (edges[1:] + edges[:-1])
    albedo = np.where(np.arange(mid.size) < nf, a_film, a_sub)
    kernel = 0.5 * np.diff(kernel_integral(edges - mid[:, None]), axis=1)
    flux = np.linalg.solve(np.eye(mid.size) - kernel * albedo,
                           np.exp(-mid / mu))
    return np.sum((flux * np.diff(edges))[nf:])


# Half-space check through the H function for isotropic scattering
gx, gw = np.polynomial.legendre.leggauss(60)
gx, gw = (gx + 1) / 2, gw / 2
root = np.sqrt(1 - albedo_sub)
H = np.ones_like(gx)
for _ in range(200):
    H = 1 / (root + albedo_sub / 2
             * np.sum(gw * gx * H / (gx[:, None] + gx), axis=1))
for mu in (1.0, cos60):
    h_mu = 1 / (root + albedo_sub / 2 * np.sum(gw * gx * H / (mu + gx)))
    exact = mu * h_mu / root
    assert abs(transport(0, albedo_sub, albedo_sub, mu) / exact - 1) < 3e-3

bare_normal = transport(0, albedo_film, albedo_sub, 1.0)
bare_60 = transport(0, albedo_film, albedo_sub, cos60)


def scattered_pair(target):
    depth = brentq(lambda b: transport(b, albedo_film, albedo_sub, 1.0)
                   / bare_normal - target, 0.2, 5.0, xtol=1e-6)
    return depth, transport(depth, albedo_film, albedo_sub, cos60) / bare_60


scatter_depth, scatter_uniform = scattered_pair(normal_signal)
_, scatter_trans = scattered_pair(island_trans)
scatter_island = 1 - cover + cover * scatter_trans

# Forward Monte Carlo: electrons start in the substrate and are followed
count, source_depth = 600000, 10.0
pos = scatter_depth + source_depth * rng.random(count)
weight = np.ones(count)
score = 0.0
for _ in range(9):
    score += np.sum(weight * np.exp(-pos / cos60))
    pos = pos - rng.uniform(-1, 1, pos.size) * rng.exponential(size=pos.size)
    keep = pos > 0
    pos, weight = pos[keep], weight[keep]
    weight = weight * np.where(pos < scatter_depth, albedo_film, albedo_sub)
forward = score / count * source_depth
adjoint = transport(scatter_depth, albedo_film, albedo_sub, cos60)
# Statistical error is about half a percent
assert abs(forward / adjoint - 1) < 0.025


def signals_at(degrees):
    c = np.cos(np.radians(degrees))
    return (np.exp(-film / (L * c)),
            1 - cover + cover * np.exp(-height / (L * c)))


print("INPUTS (signals are fractions of bare signal at same angle)")
print(f"attenuation length, rough: {L:.1f} nm")
print(f"normal-emission signal: {normal_signal:.2f}")
print(f"island coverage: {cover:.2f}")
print(f"emission angle: {np.degrees(angle):.0f} degrees")
print("UNIFORM FILM")
print(f"thickness / attenuation length: {film / L:.4f}")
print(f"thickness: {film:.2f} nm")
print(f"signal at 60 degrees: {uniform60:.4f}")
print("WIDE FLAT ISLANDS")
print(f"normal transmission of an island: {island_trans:.4f}")
print(f"island transmission at 60 degrees: {island_trans**2:.6f}")
print(f"height / attenuation length: {height / L:.4f}")
print(f"height: {height:.2f} nm")
print(f"film amount averaged over surface: {cover * height:.2f} nm")
print(f"signal at 60 degrees: {island60:.4f}")
print(f"island signal / uniform signal: {island60 / uniform60:.2f}")
print(f"variance of local transmission: {island60-normal_signal**2:.4f}")
print(f"unequal heights, lowest signal found: {min(spread_signals):.4f}")
print(f"unequal heights, highest signal found: {max(spread_signals):.4f}")
print("EDGE SHADOWING, stripes across the emission plane")
print(f"sideways travel over island height: {height*np.tan(angle):.2f} nm")
for p, value in zip(periods, edge_signals):
    apparent = coverage_from_signals(normal_signal, value)
    print(f"period {p:.0f} nm: gap {(1-cover)*p:.0f} nm, "
          f"signal {value:.4f}, apparent coverage {apparent:.3f}")
print("OTHER NEGLECTED EFFECTS, signals at 60 degrees")
print(f"cone half-angle: {np.degrees(half_cone):.0f} degrees")
print(f"cone average, uniform: {cone_uniform:.4f}")
print(f"cone average, islands: {cone_island:.4f}")
for deg in (58, 62):
    u, i = signals_at(deg)
    print(f"true angle {deg} degrees: uniform {u:.4f}, islands {i:.4f}")
print(f"rough albedos: film {albedo_film:.2f}, substrate {albedo_sub:.2f}")
print(f"elastic scattering, uniform: {scatter_uniform:.4f}")
print(f"elastic scattering, islands: {scatter_island:.4f}")
print(f"forward / reciprocal transport signal: {forward / adjoint:.3f}")
print("checks complete")
```

Running it gives:

```
INPUTS (signals are fractions of bare signal at same angle)
attenuation length, rough: 3.0 nm
normal-emission signal: 0.30
island coverage: 0.80
emission angle: 60 degrees
UNIFORM FILM
thickness / attenuation length: 1.2040
thickness: 3.61 nm
signal at 60 degrees: 0.0900
WIDE FLAT ISLANDS
normal transmission of an island: 0.1250
island transmission at 60 degrees: 0.015625
height / attenuation length: 2.0794
height: 6.24 nm
film amount averaged over surface: 4.99 nm
signal at 60 degrees: 0.2125
island signal / uniform signal: 2.36
variance of local transmission: 0.1225
unequal heights, lowest signal found: 0.2173
unequal heights, highest signal found: 0.2842
EDGE SHADOWING, stripes across the emission plane
sideways travel over island height: 10.81 nm
period 100 nm: gap 20 nm, signal 0.1539, apparent coverage 0.885
period 200 nm: gap 40 nm, signal 0.1832, apparent coverage 0.840
period 1000 nm: gap 200 nm, signal 0.2066, apparent coverage 0.808
OTHER NEGLECTED EFFECTS, signals at 60 degrees
cone half-angle: 10 degrees
cone average, uniform: 0.0911
cone average, islands: 0.2138
true angle 58 degrees: uniform 0.1031, islands 0.2158
true angle 62 degrees: uniform 0.0770, islands 0.2095
rough albedos: film 0.10, substrate 0.30
elastic scattering, uniform: 0.0950
elastic scattering, islands: 0.2148
forward / reciprocal transport signal: 0.997
checks complete
```
